# Why frequent collisions slow molecular reorientation: Hubbard's relation and its limits

## What symmetry and dimensions fix

A molecule in a dense fluid turns a little, is struck, and turns a little in another direction. Let $\mathbf u$ be a unit vector fixed in the molecule, $I$ its moment of inertia and $\mathbf J=I\boldsymbol\omega$ its angular momentum. Two times describe the motion:

$$\tau_l=\int_0^\infty\langle P_l(\mathbf u(0)\cdot\mathbf u(t))\rangle\,dt,\qquad \tau_J=\int_0^\infty\frac{\langle\mathbf J(0)\cdot\mathbf J(t)\rangle}{\langle J^2\rangle}\,dt .$$

The first is the reorientation time of rank $l\ge1$. The second is the net memory of the rotation. Periods of negative correlation count against it, so it can be shorter than the time for which $\mathbf J$ stays correlated.

Suppose $\mathbf J$ is forgotten before the molecule has turned far. The mean of $\boldsymbol\omega$ is zero, so the rate $1/\tau_l$ starts at second order in $\boldsymbol\omega$. It is therefore proportional to $\langle\omega_a^2\rangle=kT/I$, an inverse time squared, and must contain one factor of time. That factor can come only from the memory of $\boldsymbol\omega$, which is $\tau_J$. In an isotropic fluid the rate must also be a scalar quadratic in the generators $\mathbf L$ of rotation, hence proportional to $L^2=l(l+1)$. So $1/\tau_l\propto l(l+1)\,kT\tau_J/I$. The derivation below shows that the numerical factor is one:

$$\tau_l\,\tau_J\to\frac{I}{l(l+1)kT}\qquad\text{as}\qquad \varepsilon\equiv\frac{kT\tau_J^2}{I}\to0 .\tag{1}$$

This is Hubbard's relation. The limit is taken with all other memory times of the bath shrinking in proportion to $\tau_J$; a small $\varepsilon$ alone is not enough. Where the relation holds, a shorter $\tau_J$ at fixed $T$ and $I$ means a longer $\tau_l$.

## The random walk behind it

Let flights of free rotation have exponentially distributed durations $s$ with mean $\tau_J$, and let each collision draw a fresh thermal $\boldsymbol\omega$. Only the two components of $\boldsymbol\omega$ perpendicular to $\mathbf u$ move $\mathbf u$, so for small turns

$$\langle\theta^2\rangle_{\rm flight}=\frac{2kT}{I}\langle s^2\rangle=\frac{2kT}{I}\,2\tau_J^2=4\varepsilon .$$

Successive turns are independent, so their squares add. A time $t$ contains $t/\tau_J$ flights, and while the total angle is small

$$\langle\theta^2\rangle=\frac{t}{\tau_J}\,\frac{4kT\tau_J^2}{I}=4Dt,\qquad D=\frac{kT\tau_J}{I}.$$

Collisions do not lower the thermal angular speed; they shorten the time for which a turn keeps its direction. Halving $\tau_J$ doubles the number of steps but quarters the mean square step, so the mean square angle reached in a given time is halved.

## Derivation for a general isotropic bath

The model is a classical spherical top. Its torque-free motion conserves $\boldsymbol\omega$ in the laboratory frame, so only the bath changes $\boldsymbol\omega$. The bath is stationary, isotropic and Markovian, if necessary after hidden variables such as the torque are included. Its torques do not depend on the molecule's orientation.

From $\dot{\mathbf u}=\boldsymbol\omega\times\mathbf u$, a function $f(\mathbf u)$ changes at the rate

$$\dot f=(\boldsymbol\omega\times\mathbf u)\cdot\nabla f=\boldsymbol\omega\cdot(\mathbf u\times\nabla)f=i\boldsymbol\omega\cdot\mathbf L f\equiv Vf,\qquad \mathbf L=-i\mathbf u\times\nabla .$$

Let $e^{-\Gamma t}$ give the conditional mean of a bath function after time $t$. Then $\Gamma$ annihilates constants, and stationarity gives $\langle\Gamma g\rangle=0$ for any $g$, where angle brackets average over the bath. On functions of zero mean, $\Gamma^{-1}=\int_0^\infty e^{-\Gamma t}dt$, so

$$\langle\omega_a\Gamma^{-1}\omega_b\rangle=\int_0^\infty\langle\omega_a(0)\omega_b(t)\rangle dt=\delta_{ab}\frac{kT}{I}\tau_J .\tag{2}$$

Let $\phi$ be the time integral of the mean of $Y_{lm}(\mathbf u(t))$, given the initial orientation and bath state. Since $V-\Gamma$ generates the joint motion, $(V-\Gamma)\phi=-Y_{lm}$. Split $\phi=\phi_0+\phi'$, where $\phi_0=\langle\phi\rangle$. By isotropy and the definition of $\tau_l$, $\phi_0=\tau_lY_{lm}$.

Average the equation over the bath. Because $\langle\boldsymbol\omega\rangle=0$, this leaves $\langle V\phi'\rangle=-Y_{lm}$. With $Q$ removing the bath average, the remaining part is

$$\Gamma\phi'=V\phi_0+QV\phi'\quad\Rightarrow\quad \phi'=\Gamma^{-1}V\phi_0+\Gamma^{-1}QV\Gamma^{-1}V\phi_0+\dots$$

Insert the first term. The two factors of $i$ in $V$ give $-1$, which cancels the minus sign on the right:

$$\sum_{ab}L_aL_b\langle\omega_a\Gamma^{-1}\omega_b\rangle\,\tau_lY_{lm}=Y_{lm}.$$

With (2) and $\Lambda\equiv l(l+1)$, this is

$$\frac1{\tau_l}=\Lambda\frac{kT}{I}\tau_J ,$$

which is (1). Each further $V$ brings a factor $\sqrt{kT/I}$ and each further $\Gamma^{-1}$ a bath time. The corrections vanish if all bath times shrink in proportion to $\tau_J$. The decay of $\mathbf J$ need not be exponential, because the integral alone enters.

## How collisions enter the first correction

Assume that $\Gamma$ is unchanged when all bath variables change sign. Terms with three factors of $\boldsymbol\omega$ then vanish. The next contribution to $1/\tau_l$ has four, with sign $-i^4=-1$:

$$K_4=-\sum_{abcd}L_aL_bL_cL_d\,\langle\omega_a\Gamma^{-1}\omega_b\,\Gamma^{-1}Q\,\omega_c\Gamma^{-1}\omega_d\rangle .$$

Consider two kinds of collision. Strong collisions randomize $\boldsymbol\omega$ completely, so every function of zero mean decays at the rate $1/\tau_J$. Weak collisions are those of Langevin dynamics: $\omega_d$ decays at $1/\tau_J$, but $\omega_c\omega_d-\langle\omega_c\omega_d\rangle$ decays at $2/\tau_J$. The outer inverses give $\tau_J$ each, and the middle one gives $g\tau_J$, with $g=1$ for strong and $g=\tfrac12$ for weak collisions.

The Gaussian average of four velocities, less the part removed by $Q$, is $(kT/I)^2(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})$. To sum the operators, use $[L_a,L_c]=i\sum_b\epsilon_{acb}L_b$ and $\mathbf L\times\mathbf L=i\mathbf L$:

$$\sum_aL_aL_cL_a=\Lambda L_c+i(\mathbf L\times\mathbf L)_c=(\Lambda-1)L_c .$$

The first pairing gives $\Lambda(\Lambda-1)$ and the second $\Lambda^2$, so $K_4=-g\tau_J^3(kT/I)^2\Lambda(2\Lambda-1)$. Adding this to the leading rate and inverting to first order in $\varepsilon$,

$$\tau_l\tau_J\frac{\Lambda kT}{I}=1+g(2\Lambda-1)\varepsilon+\dots\tag{3}$$

For $l=2$ the coefficient of $\varepsilon$ is 11 for strong and 5.5 for weak collisions. Inverting the joint generator numerically at $\varepsilon=10^{-5}$ gives 11.00 and 5.50. Higher ranks leave the diffusion limit sooner because they resolve smaller angles.

The integral time also differs from the time constant of the final exponential decay. For weak collisions, the Laplace transform of the orientational correlation is $1/[s+K(s)]$, with $K(s)\simeq\Lambda(kT/I)/(s+1/\tau_J)$ at leading order. The slowest decay rate $\lambda$ satisfies $\lambda=K(-\lambda)\simeq K(0)(1+\Lambda\varepsilon)$, so the decay time is $(1-\Lambda\varepsilon)\tau_l$. Together with (3), it is $1+(\Lambda-\tfrac12)\varepsilon-\Lambda\varepsilon=1-\varepsilon/2$ times Hubbard's value. For weak collisions, then, the final decay is to first order much closer to the diffusion result than the integral is.

## When collisions speed reorientation instead

For strong collisions the model can be solved at any collision rate. First consider one free flight. Take the polar axis along $\boldsymbol\omega$. A rotation by $\omega t$ multiplies $Y_{lm}$ by a phase $e^{\pm im\omega t}$, and the average of $|Y_{lm}|^2$ over directions is $1/4\pi$. The addition theorem then gives

$$\langle P_l(\mathbf u(0)\cdot\mathbf u(t))\rangle_\omega=\frac1{2l+1}\sum_{m=-l}^l\cos(m\omega t).$$

Now average over the thermal speed. Write $y=\omega\sqrt{I/kT}$, whose density is $\sqrt{2/\pi}\,y^2e^{-y^2/2}$, and $x=t\sqrt{kT/I}$. Since $\sqrt{2/\pi}\int_0^\infty e^{-y^2/2}\cos(ay)\,dy=e^{-a^2/2}$, applying $-d^2/da^2$ to both sides supplies the factor $y^2$. With $a=mx$,

$$G_l(t)=\frac1{2l+1}\sum_m(1-m^2x^2)e^{-m^2x^2/2}.$$

Let $\nu=1/\tau_J$ be the collision rate. Either no collision has occurred by time $t$, or the first occurred at $t'$ and an independent, isotropic motion followed:

$$C_l(t)=e^{-\nu t}G_l(t)+\int_0^t\nu e^{-\nu t'}G_l(t')C_l(t-t')\,dt' .$$

Integrate over $t$, with $\hat G_l=\int_0^\infty e^{-\nu t}G_l\,dt$. The result is $\tau_l=\hat G_l+\nu\hat G_l\tau_l$, or

$$\tau_l=\frac{\hat G_l}{1-\nu\hat G_l}.\tag{4}$$

In the dense limit flights are short. Using $\sum_mm^2=(2l+1)\Lambda/3$, the expansion is $G_l\simeq1-\Lambda x^2/2$. Since $\nu\int_0^\infty e^{-\nu t}t^2dt=2/\nu^2$, one finds $1-\nu\hat G_l\simeq\Lambda\varepsilon$. Then $\tau_l\simeq\tau_J/(\Lambda\varepsilon)$, which is Hubbard's relation again.

In the dilute limit flights are long. Each term with $m\ne0$ integrates to zero at leading order, because $\int_0^\infty(1-a^2)e^{-a^2/2}da=0$. The $m=0$ term survives: free rotation does not change the component of $\mathbf u$ along $\mathbf J$. Hence $\nu\hat G_l\to1/(2l+1)$ and

$$\tau_l\to\frac{\tau_J}{2l}.$$

Here a collision is needed to destroy the surviving correlation, so more collisions make $\tau_l$ shorter. The statement that frequent collisions slow reorientation belongs to the dense side of a minimum.

## Numbers for a liquid of spherical tops

Take liquid carbon tetrachloride at 300 K, with rough inputs: a C–Cl distance of 0.177 nm, a mean chlorine mass of 35.45 u and $\tau_J=0.10$ ps. The carbon sits at the centre, and each of the four chlorines contributes on average two thirds of $m_{\rm Cl}r^2$ to the moment about an axis:

$$I=\tfrac83m_{\rm Cl}r^2=4.918\times10^{-45}\ \text{kg m}^2,\qquad \sqrt{I/kT}=1.090\ \text{ps}.$$

Thus $\varepsilon=(0.10/1.090)^2=0.0084$, and the root-mean-square turn per flight is $2\sqrt\varepsilon=0.18$ rad, or $10.5^\circ$. Hubbard's relation gives

$$\tau_2=\frac{(1.090\ \text{ps})^2}{6\times0.10\ \text{ps}}=1.98\ \text{ps},\qquad \tau_1=3\tau_2=5.94\ \text{ps}.$$

Strong collisions, from (4), give $\tau_2=2.14$ ps, 8.3% above Hubbard's value; the first correction alone would give $11\varepsilon=9.3\%$. Weak collisions give 2.07 ps, 4.5% above. Their final decay time is 1.97 ps, as the factor $1-\varepsilon/2$ predicts.

A simulation of 60,000 molecules through 160 random flights gives $2.108\pm0.014$ ps for strong collisions. This is 1.7% below (4), or about 2.6 standard errors, a rather large deviation for chance alone. A separate inversion of the joint generator, with velocity polynomials up to degree 8, agrees with (4) within 0.1%. The simulation therefore supports the result at the level of about 2%, not more finely.

At fixed temperature and inertia, the strong-collision model gives:

| $\tau_J$ (ps) | $\tau_2$ (ps) | $\tau_2$ / Hubbard |
|---:|---:|---:|
| 0.05 | 4.05 | 1.02 |
| 0.10 | 2.14 | 1.08 |
| 0.20 | 1.26 | 1.27 |
| 1.00 | 0.71 | 3.58 |
| 10.00 | 2.58 | 131 |

Halving $\tau_J$ from 0.10 to 0.05 ps multiplies $\tau_2$ by 1.89, close to the factor of two in the diffusion limit. The minimum, 0.71 ps, lies at $\tau_J=1.05$ ps, near the thermal rotation time. At $\tau_J=10$ ps the result is already close to the dilute value $\tau_J/4=2.5$ ps.

## Torques that last

In a liquid a molecule is pushed continuously by its neighbours, and a torque may last as long as $\tau_J$ itself. A Gaussian bath shows the effect. Let the normalized correlation $C(t)$ of $\mathbf J$ obey

$$\ddot C+\gamma\dot C+\Omega^2C=0,\qquad C(0)=1,\quad\dot C(0)=0,$$

where $t_m=1/\gamma$ is the memory time of the random torque, the part that is not a response to the molecule's own rotation. It is called the torque memory below; the correlation of the full torque decays differently. Integrating the equation gives $\tau_J=\gamma/\Omega^2$. Multiplying it by $t$ first gives $1-\gamma\tau_J+\Omega^2M=0$ for $M=\int_0^\infty tC\,dt$, hence

$$M=\tau_J^2-\frac1{\Omega^2}=\tau_J(\tau_J-t_m).$$

When $t_m>\tau_J$, $M$ is negative, so $C$ must be negative for part of the time: the molecule then tends to turn back.

To see what $M$ does to $\tau_l$, treat successive small turns as if their order did not matter. Once $C$ has decayed, the mean square turn about one axis is

$$\langle\theta_a^2\rangle=\frac{2kT}{I}\int_0^t(t-s)C(s)\,ds\to\frac{2kT}{I}(\tau_Jt-M),$$

and the orientational correlation is $e^{-\Lambda\langle\theta_a^2\rangle/2}$. Its time integral is Hubbard's value times approximately $1+\Lambda kTM/I$. At fixed $\tau_J$, a negative $M$ means a larger early turn, only partly undone later, and so a shorter $\tau_l$. For $l=2$ and $t_m=3\tau_J$, $M=-2\tau_J^2$ and the estimated change is $-12\varepsilon$, or $-10\%$ in the example. Turns about different axes do not commute, and this adds a term of the same order in $\varepsilon$. Evaluating $K_4$ for this bath, with $r=t_m/\tau_J$, gives the first-order change $[\Lambda(1-r)-\tfrac12(1-r+r^2)]\,\varepsilon$, of which the estimate keeps only the first part. For $l=2$ and $r=3$ this is $-15.5\varepsilon$, or $-13\%$. Higher orders bring the full result back to the $-10.3\%$ given below, so the close match of the estimate is partly a cancellation. The omitted term grows as $kTt_m^2/2I$. It overtakes the retained one near $t_m\approx2\Lambda\tau_J$, and when $t_m$ is as long as the thermal rotation time $\sqrt{I/kT}$ it is of order one however small $\varepsilon$ is.

At $\tau_J=0.10$ ps, a torque memory of 0.1 ps gives $\tau_2=1.98$ ps, 0.2% below Hubbard's value. A memory of 0.3 ps gives 1.77 ps, 10.3% below. Thus the deviation can have either sign, and a small $\varepsilon$ is not sufficient if another bath time is long.

## The model beside the real liquid

The input $\tau_J$ is a rough assumed value, so the resulting $\tau_2$ of about 2 ps is an illustration and not a prediction. Carbon tetrachloride has no permanent dipole, so $\tau_1$ here describes a molecular axis and not a dielectric relaxation time. In a polar liquid, correlations between different dipoles would also enter the dielectric response.

Among the effects sized here, the nature and duration of the torques matter most: in the cases computed, they move $\tau_2$ from 10% below to 8% above Hubbard's value. At the same $\tau_J$, a torque memory of 1 ps would lower it much further. Mixed chlorine isotopes spread the principal moments by at most 2.8% of their mean, so the molecule is nearly a spherical top. The thermal root-mean-square $J/\hbar$ is 74, which supports classical rotation. For the bath, the factor $(z/2)\coth(z/2)$ with $z=\hbar/(kT\tau_J)$ estimates a quantum correction of 0.5% at frequency $1/\tau_J$.

The main assumption not sized is that torques ignore orientation. Neighbours form a cage with preferred orientations. If a molecule waits behind such a barrier and then jumps through a large angle, $\tau_l$ is governed by the waiting time and the jump angle, and (1) need not hold even when $\tau_J$ is short. The numerical output follows.

## Computed values

```
Liquid carbon tetrachloride, rough inputs
temperature = 300 K
C-Cl distance = 0.177 nm
mean chlorine mass = 35.45 u
tau_J = 0.10 ps
moment of inertia = 4.918e-45 kg m^2
thermal rotation time sqrt(I/kT) = 1.090 ps
eps = kT tau_J^2/I = 0.00842 (no unit)
rms turn per flight, 2 sqrt(eps) = 10.5 degrees
same, simulated = 10.4 degrees
Hubbard product, l=2 = 0.1979 ps^2
Hubbard tau_1 = 5.937 ps
Hubbard tau_2 = 1.979 ps
tau_2, strong collisions = 2.144 ps
tau_2, simulated flights = 2.108 +/- 0.014 ps
tau_2, weak collisions = 2.069 ps
final decay time, weak, l=2 = 1.971 ps
tau_2, torque memory 0.1 ps = 1.976 ps
tau_2, torque memory 0.3 ps = 1.774 ps
Deviation from Hubbard tau_2:
  strong = 8.3 %
  weak = 4.5 %
  memory 0.1 ps = -0.2 %
  memory 0.3 ps = -10.3 %
First-correction coefficients of eps (no unit):
  l=1: weak 1.50, strong 3.00
  l=2: weak 5.50, strong 11.00
  l=3: weak 11.50, strong 22.99
Strong collisions: tau_J (ps), tau_2 (ps), tau_2/Hubbard
   0.05   4.047     1.022
   0.10   2.144     1.083
   0.20   1.260     1.273
   0.50   0.803     2.028
   1.00   0.708     3.579
   2.00   0.797     8.059
   5.00   1.400    35.374
  10.00   2.583   130.516
minimum tau_2 = 0.708 ps at tau_J = 1.045 ps
largest isotope spread of moments = 2.8 %
thermal rms J/hbar = 74 (no unit)
bath quantum factor minus 1 at 1/tau_J = 0.54 %
```
